# Matrix elements of cos²θ between spherical harmonics

## Problem

A particle on a sphere, or the angular part of a particle in a central field, is in the state $Y_{lm}(\theta,\phi)$. The quantity $\cos^2\theta$ measures how strongly its probability density is gathered towards the two poles.

(a) Show that the mean of $\cos^2\theta$ in this state is

$$\langle\cos^2\theta\rangle_{lm}=\frac{2l(l+1)-2m^2-1}{(2l-1)(2l+3)} .$$

(b) Find the matrix element of $\cos^2\theta$ that connects $Y_{lm}$ to $Y_{l+2,m}$.

(c) Check that the mean in (a), averaged with equal weights over the $2l+1$ values of $m$, is $1/3$.

The $Y_{lm}$ are orthonormal over the full sphere and carry the Condon-Shortley phase. $L^2$ is measured in units of $\hbar^2$, so that $L^2Y_{lm}=l(l+1)Y_{lm}$. All results are dimensionless.

## Hints

1. Treat $\cos\theta$ first. Use the polynomial form of $Y_{lm}$ to show that $\cos\theta\,Y_{lm}$ contains at most two harmonics.
2. To find the two coefficients without doing an integral, work out the double commutator $[\cos\theta,[L^2,\cos\theta]]$ and take its mean in $Y_{lm}$. This links the coefficients of neighbouring $l$.
3. The mean of $\cos^2\theta$ is the squared norm of $\cos\theta\,Y_{lm}$. For the element in (b), apply $\cos\theta$ twice.
4. For (c), you need the sum of $m^2$ from $-l$ to $l$.

## Solution

### Which harmonics occur in $\cos\theta\,Y_{lm}$

Write $x=\cos\theta$. Each harmonic has the form

$$Y_{lm}=e^{im\phi}(1-x^2)^{|m|/2}\,q_l(x),$$

where $q_l$ is a real polynomial of degree $l-|m|$, even or odd according to that degree. It depends on $m$ too, but $m$ is fixed from here on: $\cos\theta$ does not contain $\phi$, so the $\phi$ integral removes every element between different $m$.

The product $x\,q_l$ has degree $l-|m|+1$, so it is a combination of the $q_{l'}$ with $l'\le l+1$. The coefficient of $q_{l'}$ is

$$\langle l'm|\cos\theta|lm\rangle=2\pi\int_{-1}^{1}(1-x^2)^{|m|}\,q_{l'}\,x\,q_l\,dx .$$

This is unchanged when $l$ and $l'$ are exchanged. It must therefore also vanish unless $l\le l'+1$, which leaves $l'=l-1,\,l,\,l+1$. For $l'=l$ the integrand is odd in $x$ and the integral is zero. With $a_l=\langle l-1,m|\cos\theta|lm\rangle$,

$$\cos\theta\,Y_{lm}=a_{l+1}Y_{l+1,m}+a_lY_{l-1,m},\qquad a_{|m|}=0. \tag{1}$$

The last condition holds because there is no harmonic with $l=|m|-1$.

The signs follow from the highest power of $x$. Comparing it on both sides of (1) shows that $a_{l+1}$ is the leading coefficient of $q_l$ divided by that of $q_{l+1}$. In the Condon-Shortley convention the sign of the leading coefficient depends on $m$ but not on $l$, so the ratio is positive: $a_l>0$ for $l>|m|$.

### The double commutator

The operator is

$$L^2=-\frac{1}{\sin\theta}\,\partial_\theta\,\sin\theta\,\partial_\theta-\frac{1}{\sin^2\theta}\,\partial_\phi^2 .$$

Let it act on $\cos\theta\,f$, with $f$ any smooth function of the angles. The $\phi$ part commutes with $\cos\theta$. For the $\theta$ part,

$$\sin\theta\,\partial_\theta(\cos\theta f)=-\sin^2\theta\,f+\sin\theta\cos\theta\,\partial_\theta f .$$

Differentiating once more gives

$$\cos\theta\,\partial_\theta(\sin\theta\,\partial_\theta f)-2\sin\theta\cos\theta\,f-2\sin^2\theta\,\partial_\theta f .$$

One of the two terms $-\sin^2\theta\,\partial_\theta f$ comes from the first piece and the other from differentiating the factor $\cos\theta$ in the second. Dividing by $-\sin\theta$ and restoring the $\phi$ part,

$$[L^2,\cos\theta]=2\sin\theta\,\partial_\theta+2\cos\theta .$$

The term $2\cos\theta$ commutes with $\cos\theta$, so

$$[\cos\theta,[L^2,\cos\theta]]f=2\sin\theta\cos\theta\,\partial_\theta f-2\sin\theta\,\partial_\theta(\cos\theta f)=2\sin^2\theta\,f. \tag{2}$$

### A recursion for the coefficients

Written out, the double commutator is

$$2\cos\theta\,L^2\cos\theta-\cos^2\theta\,L^2-L^2\cos^2\theta .$$

Take its mean in $Y_{lm}$. In the first term, (1) gives a state with weight $a_{l+1}^2$ on $l+1$ and $a_l^2$ on $l-1$. In the other two terms $L^2$ acts on $Y_{lm}$ itself, to the right or, being Hermitian, to the left. The orthonormality of the two harmonics in (1) also gives

$$\langle\cos^2\theta\rangle_{lm}=\|\cos\theta\,Y_{lm}\|^2=a_{l+1}^2+a_l^2. \tag{3}$$

The mean of the left side of (2) is therefore

$$2\big[(l+1)(l+2)-l(l+1)\big]a_{l+1}^2+2\big[(l-1)l-l(l+1)\big]a_l^2=4(l+1)a_{l+1}^2-4l\,a_l^2 .$$

The mean of the right side is $2(1-a_{l+1}^2-a_l^2)$. Dividing both by 2 and collecting terms,

$$(2l+3)a_{l+1}^2-(2l-1)a_l^2=1 .$$

Multiply by $2l+1$ and define $b_l=(2l-1)(2l+1)a_l^2$. Since $b_{l+1}=(2l+1)(2l+3)a_{l+1}^2$, the recursion becomes

$$b_{l+1}-b_l=2l+1=(l+1)^2-l^2 .$$

The sum telescopes from the starting value $b_{|m|}=0$ and gives $b_l=l^2-m^2$. Hence

$$a_l=\sqrt{\frac{l^2-m^2}{(2l-1)(2l+1)}} . \tag{4}$$

### (a) The mean

Insert (4) into (3):

$$\langle\cos^2\theta\rangle_{lm}=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}+\frac{l^2-m^2}{(2l-1)(2l+1)} .$$

Over the common denominator $(2l-1)(2l+1)(2l+3)$ the numerator is

$$(2l-1)(l+1)^2+(2l+3)l^2-\big[(2l-1)+(2l+3)\big]m^2 .$$

The first product is $2l^3+3l^2-1$ and the second is $2l^3+3l^2$. The numerator is thus

$$4l^3+6l^2-1-2(2l+1)m^2=(2l+1)\big[2l(l+1)-1-2m^2\big],$$

and cancelling $2l+1$ gives the formula in the problem. It holds for $l=0$ as well, where numerator and denominator are both negative: $(-1)/(-3)=1/3$, as a uniform density requires.

### (b) The element from $l$ to $l+2$

Apply $\cos\theta$ to (1) again. The component $Y_{l+2,m}$ is reached in one way, by two upward steps, so its coefficient is $a_{l+1}a_{l+2}$:

$$\langle l+2,m|\cos^2\theta|lm\rangle=\frac{1}{2l+3}\sqrt{\frac{[(l+1)^2-m^2]\,[(l+2)^2-m^2]}{(2l+1)(2l+5)}} .$$

The factor $2l+3$ occurs in both $a_{l+1}^2$ and $a_{l+2}^2$, which is why it leaves the root. The element from $l+2$ back to $l$ has the same value, because the matrix is real and symmetric. Two steps of one unit can change $l$ by $0$ or $\pm2$, so all other elements vanish. The sign of this element belongs to the phase convention; the mean in (a) does not depend on it.

### (c) The average over $m$

The sum of squares is

$$\sum_{m=-l}^{l}m^2=2\,\frac{l(l+1)(2l+1)}{6}=\frac{l(l+1)(2l+1)}{3},$$

so the average of $m^2$ is $l(l+1)/3$. The averaged numerator is

$$2l(l+1)-\tfrac23l(l+1)-1=\tfrac13\big[4l(l+1)-3\big].$$

The denominator is $(2l-1)(2l+3)=4l(l+1)-3$, and the ratio is $1/3$ for every $l$.

The reason is symmetry. A rotation mixes the $2l+1$ harmonics of one $l$ unitarily, so $\sum_m|Y_{lm}|^2$ is the same in all directions. The means of $\cos^2\theta$ and of the squares of the other two direction cosines are then equal, and they add up to 1. In a mixture with unequal weights, $|Y_{lm}|^2=|Y_{l,-m}|^2$ means that only the mean of the weights of $m$ and $-m$ enters the density. If this mean weight per state is not the same for every $|m|$, the density is no longer uniform, and the average then generally differs from $1/3$.

### Numbers for $l=2$

The mean is $a_3^2+a_2^2$ and the element to $l=4$ is $a_3a_4$.

- $m=0$: mean $\frac{9}{35}+\frac{4}{15}=\frac{11}{21}=0.5238$; element $\sqrt{\frac{9}{35}\cdot\frac{16}{63}}=0.2556$.
- $m=\pm1$: mean $\frac{8}{35}+\frac15=\frac37=0.4286$; element $\sqrt{\frac{8}{35}\cdot\frac{5}{21}}=0.2333$.
- $m=\pm2$: mean $\frac17+0=\frac17=0.1429$; element $\sqrt{\frac17\cdot\frac{4}{21}}=0.1650$.

The states with $|m|=0$ and $1$ lie above the isotropic value $1/3$ and those with $|m|=2$ lie below it. The five means add up to

$$\frac{11}{21}+2\cdot\frac37+2\cdot\frac17=\frac53,$$

and one fifth of this is $1/3$. The numerical output compares these values with direct integration over the sphere. The same integration tests every element of $\cos\theta$ and $\cos^2\theta$ up to $l=8$, including those that should vanish; the largest absolute error is $1.5\times10^{-14}$.

## Variation 1: a superposition of two $l$ values

*Find the mean of $\cos^2\theta$ in $(Y_{20}+e^{i\delta}Y_{40})/\sqrt2$.*

Let $v=0.25555$ be the element between the two harmonics. The diagonal terms give half the sum of the two means, and the cross terms give $\frac12(e^{i\delta}+e^{-i\delta})v$:

$$\langle\cos^2\theta\rangle=\frac12\left(\frac{11}{21}+\frac{39}{77}\right)+v\cos\delta=0.51515+0.25555\cos\delta .$$

For $\delta=0$ this is $0.77070$, and for $\delta=\pi$ it is $0.25960$. The populations are the same in both cases, so the whole difference, $2v$, comes from interference. Both harmonics are positive at the poles, while on the equator $Y_{20}$ is negative and $Y_{40}$ positive. The plus sign therefore adds the amplitudes at the poles and opposes them on the equator; the minus sign does the reverse. If the relative phase is uniformly distributed over $0\le\delta<2\pi$, $\cos\delta$ averages to zero and the populations alone fix the result, $0.51515$.

## Variation 2: extreme orientations and the classical limit

*Evaluate the mean for $|m|=l$ and for $m=0$, and compare large $l$ with a classical orbit.*

For $|m|=l$ the numerator is $2l^2+2l-2l^2-1=2l-1$, so

$$\langle\cos^2\theta\rangle_{l,\pm l}=\frac{1}{2l+3}.$$

The density, proportional to $\sin^{2l}\theta$, contracts towards the equator as $l$ grows. At $l=8$ the mean is $1/19=0.0526$.

For $m=0$, subtracting $\frac12$ from the general formula gives

$$\langle\cos^2\theta\rangle_{l0}=\frac12+\frac{1}{2(2l-1)(2l+3)} .$$

For $l\ge1$ this approaches $\frac12$ from above; at $l=8$ it is $143/285=0.5018$.

Classically, a free particle on a sphere moves uniformly on a great circle whose normal makes an angle $\beta$ with the $z$ axis. Then $\cos\theta=\sin\beta\cos\omega t$, and the time average of $\cos^2\theta$ is $\frac12\sin^2\beta$. With $\cos^2\beta=m^2/[l(l+1)]$ this becomes

$$\frac12\left[1-\frac{m^2}{l(l+1)}\right].$$

The quantum formula tends to the same expression when $l$ is large, since the $-1$ in its numerator and the $-3$ in $4l(l+1)-3$ then become negligible. The case $|m|=l$ needs separate care, because the leading terms of the numerator nearly cancel. There the classical expression is $1/(2l+2)$ and the quantum mean is $1/(2l+3)$, and their ratio still tends to 1. At small $l$ the two can differ visibly: for $l=1$, $m=0$ the quantum mean is $3/5$ and the classical one $1/2$. For $l=0$ there is no orbital plane to compare with, and the quantum mean is $1/3$.

## Values computed for the example and the checks

```
All printed numbers are dimensionless
largest l in the quadrature tests: 8
largest error, cos(theta) matrix: 1.5e-14
largest error, cos^2(theta) matrix: 1.5e-14
l=2, m=0: a_2^2 = 4/15, a_3^2 = 9/35, a_4^2 = 16/63
  mean cos^2: formula 11/21 = 0.523810, quadrature 0.523810
  element l=2 to l=4: formula 0.255551, quadrature 0.255551
l=2, m=1: a_2^2 = 1/5, a_3^2 = 8/35, a_4^2 = 5/21
  mean cos^2: formula 3/7 = 0.428571, quadrature 0.428571
  element l=2 to l=4: formula 0.233285, quadrature 0.233285
l=2, m=2: a_2^2 = 0, a_3^2 = 1/7, a_4^2 = 4/21
  mean cos^2: formula 1/7 = 0.142857, quadrature 0.142857
  element l=2 to l=4: formula 0.164957, quadrature 0.164957
l=2: sum of the means over five m = 5/3, average = 1/3
l=2: average over m by quadrature = 0.333333
l=4, m=0: mean cos^2 = 39/77 = 0.506494
half the sum of the Y_20 and Y_40 means = 0.515152
(Y_20 plus Y_40)/sqrt(2): mean cos^2 = 0.770702 (formula), 0.770702 (quadrature)
(Y_20 minus Y_40)/sqrt(2): mean cos^2 = 0.259601 (formula), 0.259601 (quadrature)
l=8, m=8: mean cos^2 = 1/19 = 0.052632
l=8, m=0: mean cos^2 = 143/285 = 0.501754
```
